\section*{Weak-Field Hall Factor of Cubic Semiconductors with Ellipsoidal Valleys}

\section{A Hall bar that miscounts its carriers}

A current flows along a doped bar, a magnetic field is applied across it, and the transverse voltage is read. If all carriers drifted with one velocity, this voltage would give their density directly. In a crystal with several ellipsoidal valleys they do not: a given electric field drives carriers of different valleys at different speeds and in different directions. How far is the density read from the Hall voltage from the true one?

The algebra is in atomic units. A carrier has charge $q=\pm1$, so $q^2=1$, and feels the force $q(\mathbf E+\mathbf v\times\mathbf B)$. With the current along $x$, the field along $z$ and no current along $y$, the Hall coefficient and the Hall factor $r$ are defined by
\begin{equation}
R_H=\frac{E_y}{j_xB}=\frac{r}{nq},
\label{def}
\end{equation}
where $n$ is the total carrier density. If the conductivity is $n\mu$, the Hall mobility is $|R_H|\,n\mu=r\mu$, and the apparent density is $1/|R_H|=n/r$. Any part of $E_y$ that is even in $\mathbf B$ is removed by reversing the field.

\section{Simple case: carriers at one energy}

\subsection{One ellipsoid}

Let all carriers that respond to the field have the same energy, as on a sharp Fermi surface. One valley has a mobility tensor $\mathsf M$, and its drift velocity $\mathbf u$ obeys
\begin{equation}
\mathbf u=q\,\mathsf M(\mathbf E+\mathbf u\times\mathbf B).
\label{drude}
\end{equation}
This equation is derived from the Boltzmann equation in the next section. Multiply it by $q\mathsf M^{-1}$ and use $q^2=1$:
\begin{equation}
\mathbf E=q\mathsf M^{-1}\mathbf u-\mathbf u\times\mathbf B .
\end{equation}
If this valley holds all the carriers, $\mathbf u=\mathbf j/(qn)=q\mathbf j/n$, and
\begin{equation}
\mathbf E=\frac{\mathsf M^{-1}\mathbf j}{n}-\frac{\mathbf j\times\mathbf B}{qn}.
\end{equation}
The first term is even in $\mathbf B$. In the second, $\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}$, so the Hall field is $E_y=j_xB/(qn)$ and $r=1$. The orientation of the ellipsoid has dropped out. For carriers at one energy, the anisotropy of a single ellipsoidal valley that obeys \eqref{drude} therefore does not falsify the count; a numerical solution of the Boltzmann equation with an oblique field also gives $r=1.00000$. This does not extend to every anisotropic valley: for a warped energy surface, or a relaxation time that varies with direction over the surface, \eqref{drude} does not hold and $r$ differs from 1 even at one energy.

\subsection{Three valley axes}

Now place equal numbers of carriers in valleys with long axes along $x$, $y$ and $z$. The mobility is $\mu_l$ along the long axis and $\mu_t$ across it. For $\mathbf B$ along $z$, the components of \eqref{drude} in one valley are
\begin{equation}
u_x=q\mu_x(E_x+Bu_y),\qquad u_y=q\mu_y(E_y-Bu_x).
\end{equation}
Inserting the second into the first gives $u_x=q\mu_xE_x+\mu_x\mu_yBE_y-\mu_x\mu_yB^2u_x$. Hence, with the same step for $u_y$,
\begin{equation}
u_x=\frac{q\mu_xE_x+\mu_x\mu_yBE_y}{1+\mu_x\mu_yB^2},\qquad
u_y=\frac{q\mu_yE_y-\mu_x\mu_yBE_x}{1+\mu_x\mu_yB^2}.
\label{uxy}
\end{equation}
The pairs $(\mu_x,\mu_y)$ are $(\mu_l,\mu_t)$, $(\mu_t,\mu_l)$ and $(\mu_t,\mu_t)$. Averaging $q\mathbf u$ over them gives
\begin{equation}
j_x=n(DE_x+qHE_y),\qquad j_y=n(DE_y-qHE_x),
\end{equation}
\begin{align}
D&=\frac13\left[\frac{\mu_t}{1+\mu_t^2B^2}+\frac{\mu_t+\mu_l}{1+\mu_t\mu_lB^2}\right],\label{D}\\
H&=\frac B3\left[\frac{\mu_t^2}{1+\mu_t^2B^2}+\frac{2\mu_t\mu_l}{1+\mu_t\mu_lB^2}\right].\label{H}
\end{align}
The condition $j_y=0$ gives $E_y=qHE_x/D$. Then $j_x=n(D+H^2/D)E_x$, and
\begin{equation}
r=nq\,\frac{E_y}{j_xB}=\frac{H}{B(D^2+H^2)}.
\label{anyB}
\end{equation}
In a weak field, $D\to\mu=(2\mu_t+\mu_l)/3$ and $H/B\to\beta=(\mu_t^2+2\mu_t\mu_l)/3$, while $H^2$ is of second order. With $K=\mu_t/\mu_l$,
\begin{equation}
r=\frac{\beta}{\mu^2}=\frac{3\mu_t(\mu_t+2\mu_l)}{(2\mu_t+\mu_l)^2}
=\frac{3K(K+2)}{(2K+1)^2}\equiv a(K).
\label{aK}
\end{equation}
The isotropic limit $K=1$ gives $a=9/9=1$, as it must.

\subsection{Where the deficit comes from}

Here $\beta$ is the valley average of $\mu_x\mu_y$, while $\mu$ is the average of $\mu_x$ and also of $\mu_y$. Thus $r-1$ is the covariance of $\mu_x$ and $\mu_y$ divided by $\mu^2$. For $K>1$, a valley that is slow along $x$ is fast along $y$, and the covariance is negative:
\begin{equation}
\beta-\mu^2=\frac{3\mu_t^2+6\mu_t\mu_l-(4\mu_t^2+4\mu_t\mu_l+\mu_l^2)}{9}
=-\frac{(\mu_t-\mu_l)^2}{9}.
\end{equation}
Division by $\mu^2=\mu_l^2(2K+1)^2/9$ gives
\begin{equation}
1-a(K)=\left(\frac{K-1}{2K+1}\right)^2 .
\label{deficit}
\end{equation}
The square shows that the covariance is negative for $K<1$ too. In terms of currents, the Hall field cancels the total transverse current but not that of each valley. The valleys carry opposing transverse currents, and the voltage needed to stop their sum is smaller than for a single common drift velocity.

\section{The drift equation from the Boltzmann equation}

Real carriers have a spread of energies, and scattering may itself be anisotropic. Measure $\mathbf k$ from the valley minimum, and let $\mathsf W$ be the inverse mass tensor:
\begin{equation}
\varepsilon=\tfrac12\mathbf k\cdot\mathsf W\mathbf k,\qquad \mathbf v=\mathsf W\mathbf k .
\end{equation}
To first order in $\mathbf E$, try the distribution
\begin{equation}
f=f_0(\varepsilon)+\phi(\varepsilon)\,\mathbf k\cdot\mathbf u(\varepsilon),\qquad \phi=-\frac{df_0}{d\varepsilon}.
\end{equation}
Collisions are taken to be elastic in their effect on the part of $f$ linear in $\mathbf k$, and to relax its components along the valley axes at rates $1/\tau_t$ and $1/\tau_l$, which may depend on energy.

Such rates follow from a simple kernel. Set $\mathbf k=\sqrt{2\varepsilon}\,\mathsf W^{-1/2}\boldsymbol\xi$, which maps the energy shell onto the unit sphere with uniform density of states. Let carriers scatter at rate $\Gamma$ from $\boldsymbol\xi'$ to $\boldsymbol\xi$ with relative probability $1+3c\,\xi_z\xi_z'$, where $z$ is the long axis and $|c|\le1/3$ keeps the probability from becoming negative. The sphere average of $\xi_z'^2$ is $1/3$, so in-scattering returns a fraction $c$ of a deviation proportional to $\xi_z$, and none of one proportional to $\xi_x$ or $\xi_y$. The rates are $1/\tau_t=\Gamma$ and $1/\tau_l=\Gamma(1-c)$. Scattering between valleys that keeps no memory of the drift adds the same amount to $1/\tau_t$ and to $1/\tau_l$.

The stationary equation is $q(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=-C[f]$, where $C$ is the collision operator. Its terms are as follows.
\begin{itemize}
\item The electric force acts on $f_0$ and gives $-q\phi\,\mathbf v\cdot\mathbf E$. Its action on the deviation is of second order in $\mathbf E$.
\item The gradient of any function of $\varepsilon$ is along $\mathbf v$, and $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. The magnetic force therefore acts on the factor $\mathbf k$ alone and gives $q\phi(\mathbf v\times\mathbf B)\cdot\mathbf u=q\phi\,\mathbf v\cdot(\mathbf B\times\mathbf u)$.
\item Collisions give $-\phi\,\mathbf k\cdot\boldsymbol\tau^{-1}\mathbf u$, with $\boldsymbol\tau$ diagonal in the valley axes.
\end{itemize}
Insert $\mathbf v=\mathsf W\mathbf k$, use the symmetry of $\mathsf W$, and divide by $-\phi$:
\begin{equation}
\mathbf k\cdot\left[q\mathsf W(\mathbf E-\mathbf B\times\mathbf u)-\boldsymbol\tau^{-1}\mathbf u\right]=0 .
\end{equation}
This holds for every $\mathbf k$ on the shell, so the bracket vanishes. Since $-\mathbf B\times\mathbf u=\mathbf u\times\mathbf B$, the result is \eqref{drude} with $\mathsf M=\boldsymbol\tau\mathsf W$. The two factors share their axes, so $\mathsf M$ is symmetric, with $\mu_t=\tau_t/m_t$ and $\mu_l=\tau_l/m_l$. Consequently
\begin{equation}
K=\frac{\mu_t}{\mu_l}=\frac{m_l}{m_t}\,\frac{\tau_t}{\tau_l},
\label{Kmass}
\end{equation}
which equals the mass ratio only if $\tau_t=\tau_l$.

For the current we need the shell average of $v_ik_j$. In terms of $\boldsymbol\xi$ it is $2\varepsilon\,[\mathsf W^{1/2}\,\overline{\boldsymbol\xi\boldsymbol\xi^T}\,\mathsf W^{-1/2}]_{ij}=(2\varepsilon/3)\delta_{ij}$. With the density of states $g\propto\varepsilon^{1/2}$ of the valley,
\begin{equation}
\mathbf j_v=q\int g\,\frac{2\varepsilon}{3}\,\phi\,\mathbf u\,d\varepsilon .
\end{equation}
Integration by parts, with vanishing boundary terms, gives
\begin{equation}
\frac23\int\varepsilon^{3/2}\left(-\frac{df_0}{d\varepsilon}\right)d\varepsilon=\int\varepsilon^{1/2}f_0\,d\varepsilon ,
\end{equation}
so the weight in $\mathbf j_v$ integrates to the valley density $n_v$. Therefore
\begin{equation}
\mathbf j_v=qn_v\langle\mathbf u\rangle,\qquad
\langle X\rangle=\frac{\int X\varepsilon^{3/2}\phi\,d\varepsilon}{\int\varepsilon^{3/2}\phi\,d\varepsilon}.
\label{avg}
\end{equation}
At low temperature in a degenerate gas, $\phi$ is a narrow peak at the Fermi energy and the one-energy case returns.

\section{Valleys along $\langle100\rangle$ or $\langle111\rangle$, any field direction}

Solve \eqref{drude} by iteration in $\mathbf B$. The zeroth order is $q\mathsf M\mathbf E$; put into the magnetic term, it gives
\begin{equation}
\mathbf u=q\mathsf M\mathbf E+\mathsf M[(\mathsf M\mathbf E)\times\mathbf B]+O(B^2).
\label{first}
\end{equation}
The second term can be simplified. For any vectors $\mathbf c,\mathbf p,\mathbf w$, the triple product obeys
\begin{equation}
(\mathsf M\mathbf c)\cdot[(\mathsf M\mathbf p)\times(\mathsf M\mathbf w)]=\det\mathsf M\;\mathbf c\cdot(\mathbf p\times\mathbf w).
\end{equation}
Because $\mathsf M$ is symmetric, the left side is $\mathbf c\cdot\mathsf M[(\mathsf M\mathbf p)\times(\mathsf M\mathbf w)]$, and $\mathbf c$ is arbitrary. Choose $\mathbf p=\mathbf E$ and $\mathbf w=\mathsf M^{-1}\mathbf B$:
\begin{equation}
\mathsf M[(\mathsf M\mathbf E)\times\mathbf B]=\mathbf E\times(\mathsf A\mathbf B),\qquad \mathsf A=\det\mathsf M\;\mathsf M^{-1}.
\label{cof}
\end{equation}
The determinant is $\mu_t^2\mu_l$, so $\mathsf A$ has the eigenvalue $\mu_t^2$ along the long axis and $\mu_t\mu_l$ across it. With $\mathbf e$ the unit vector of the long axis,
\begin{align}
\mathsf M&=\mu_t\mathsf 1+(\mu_l-\mu_t)\mathbf e\mathbf e^T,\\
\mathsf A&=\mu_t\mu_l\mathsf 1+(\mu_t^2-\mu_t\mu_l)\mathbf e\mathbf e^T .
\end{align}

The valleys now enter through the mean of $\mathbf e\mathbf e^T$. For equally populated $\langle100\rangle$ valleys it is $\mathsf 1/3$ at sight. For $\langle111\rangle$ the axes are $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$ and $(1,1,-1)$, each divided by $\sqrt3$. Every diagonal element is $1/3$, and the $xy$ products $1,-1,-1,1$ sum to zero, as do the $xz$ and $yz$ products. Both sets thus give
\begin{equation}
\mathbf j=n\mu\mathbf E+qn\beta\,\mathbf E\times\mathbf B,
\label{jcubic}
\end{equation}
\begin{equation}
\mu=\frac{\langle2\mu_t+\mu_l\rangle}3,\qquad
\beta=\frac{\langle\mu_t^2+2\mu_t\mu_l\rangle}3 .
\end{equation}
To invert \eqref{jcubic} to first order, replace $\mathbf E$ in the magnetic term by $\mathbf j/(n\mu)$:
\begin{equation}
\mathbf E=\frac{\mathbf j}{n\mu}-\frac{q\beta}{n\mu^2}\,\mathbf j\times\mathbf B .
\end{equation}
For $\mathbf j$ along $x$ and $\mathbf B$ along $z$, $E_y=q\beta j_xB/(n\mu^2)$. Since $q=1/q$, comparison with \eqref{def} gives
\begin{equation}
r=\frac{\beta}{\mu^2}=\frac{3\langle\mu_t^2+2\mu_t\mu_l\rangle}{\langle2\mu_t+\mu_l\rangle^2}.
\label{general}
\end{equation}
The weak-field result does not depend on the direction of $\mathbf B$, and at one energy it reduces to \eqref{aK}.

\section{Separating anisotropy from energy spread}

If $K$ does not depend on energy, $\mu_t=K\mu_l$ and $\mu_l$ is proportional to a common time $\tau(\varepsilon)$. Then \eqref{general} becomes
\begin{equation}
r=\frac{3(K^2+2K)\langle\mu_l^2\rangle}{(2K+1)^2\langle\mu_l\rangle^2}=a(K)\,s,\qquad s=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.
\label{product}
\end{equation}
The factor $s-1$ is a variance divided by $\langle\tau\rangle^2$, so $s\ge1$, whereas $a\le1$. The two corrections oppose each other.

For a nondegenerate gas, $\phi\propto e^{-x}$ with $x=\varepsilon/k_BT$. If $\tau\propto x^{-1/2}$, the averages are ratios of gamma functions:
\begin{equation}
s=\frac{\Gamma(3/2)\,\Gamma(5/2)}{\Gamma(2)^2}=\frac{\sqrt\pi}{2}\cdot\frac{3\sqrt\pi}{4}=\frac{3\pi}8\approx1.178 .
\end{equation}
For $K=4.8$ the full factor is $0.8715\times1.178=1.027$. The Hall mobility then slightly exceeds the drift mobility, although the anisotropy factor is well below one. The value 0.87 is the whole correction when $s=1$, that is, for a sharp Fermi surface or an energy-independent $\tau$, provided collisions act as assumed above and keep the deviation linear in $\mathbf k$. A relaxation time that varies with direction over the shell adds a spread of its own: with $m_l/m_t=6$ and $\tau\propto1+\tfrac57\xi_z^2$, $K$ is again 4.8, but the weak-field factor at one energy is about 0.89.

If $K$ varies with energy, the product form is lost but \eqref{general} remains. As a test, let $\tau_t\propto x^{-1/2}$, $m_l/m_t=6$ and $c=0.3x/(1+x)$, so that $K=6(1-c)$ falls from 6 towards 4.2 as the energy rises. Formula \eqref{general} and the numerical Boltzmann solution both give $r=1.0161$.

\section{Numbers for a mobility ratio of 4.8}

Take round model parameters: $m_t=0.2$ and $m_l=1.2$ electron masses, $\hbar/\tau_t=0.005$ eV, $\hbar/\tau_l=0.004$ eV, and $n=10^{-7}$ \AA$^{-3}$. The rates correspond to $c=0.2$ and are taken as independent of energy, so $s=1$ in a warm, nondegenerate gas. A sharp Fermi surface is not meant here: at this density it would lie only about 1 meV above the valley minimum, less than $\hbar/\tau_t$, and the Boltzmann equation would not apply. Mobility is quoted as $\hbar\mu/e$ in \AA$^2$ and field as $eB/\hbar$ in \AA$^{-2}$; their product is the dimensionless $\mu B$. With $\hbar^2/m_e=7.620$ eV\,\AA$^2$,
\begin{align}
\mu_t&=\frac{7.620}{0.2\times0.005}=7620\ \text{\AA}^2,\\
\mu_l&=\frac{7.620}{1.2\times0.004}=1587.5\ \text{\AA}^2 .
\end{align}
The mass ratio is 6, but $K=7620/1587.5=4.8$. Hence
\begin{equation}
a=\frac{3\times4.8\times6.8}{(10.6)^2}=\frac{97.92}{112.36}=0.871,
\end{equation}
and \eqref{deficit} gives the same deficit, $(3.8/10.6)^2=0.129$.

This value was tested by solving the Boltzmann equation on an energy shell with the kernel above. The basis contained polynomials up to third degree, so the form linear in $\mathbf k$ was not imposed. The valley conductivities were added and the sum inverted. For an oblique weak field, both the $\langle100\rangle$ and the $\langle111\rangle$ set give 0.87148; the numerical output follows this text.

The drift mobility is $(2\times7620+1587.5)/3=5609$ \AA$^2$, or 852 cm$^2$/(V\,s). With $s=1$ the Hall mobility is $0.8715\times5609=4888$ \AA$^2$, or 743 cm$^2$/(V\,s). The apparent density is $10^{-7}/0.8715=1.147\times10^{-7}$ \AA$^{-3}$, or $1.147\times10^{17}$ cm$^{-3}$, which is 14.7 percent above the true density.

Using the mass ratio in place of $K$ would give $a=0.852$. A density corrected with that factor would be too low by $1-0.852/0.871$, about 2 percent of the true value. The error is small because $a$ varies slowly here: it is 0.96 at $K=2$, 0.816 at $K=10$, and tends to $3/4$ as $K\to\infty$.

For the same reason, $r$ is a poor measure of $K$. It is also ambiguous. The deficit 0.1285 is reached for $K<1$ when $(1-K)/(2K+1)=0.3585$, or $K=0.6415/1.717\approx0.37$. As $K\to0$, $a$ tends to zero, because carriers that move along one axis alone cannot be deflected.

\section{Two ways out of the regime}

\subsection{Unequal populations}

Strain or confinement can shift the valleys in energy. Let the $\langle100\rangle$ valleys with axes $x,y,z$ hold fractions $w_x=w_y$ and $w_z$ of the carriers, with mobilities unchanged and independent of energy. For weak $\mathbf B$ along $z$, the weighted sum of \eqref{uxy} gives
\begin{equation}
r=\frac{w_z\mu_t^2+(w_x+w_y)\mu_t\mu_l}{[w_x\mu_l+(w_y+w_z)\mu_t]^2}.
\end{equation}
For $w_z=1$ this is 1, the single-ellipsoid result. For fractions 0.2, 0.2 and 0.6, the numerator is $3.968\times10^7$ \AA$^4$ and the denominator $(6413.5\ \text{\AA}^2)^2$, so $r=0.965$. The cubic factor 0.87 would overcorrect such a sample. This is a model of bulk valleys with shifted populations; a quantized channel also needs its own subbands and scattering rates.

\subsection{Stronger fields}

For the example, $\mu B=1$ at $1.78\times10^{-4}$ \AA$^{-2}$, or 11.7 T. With $\mathbf B$ along $[001]$, $\langle100\rangle$ valleys and energy-independent rates, $r$ first falls, from 0.8715 to 0.8708 at $\mu B=0.1$, and passes through a shallow minimum of about 0.855 near $\mu B=0.8$. It then rises, to 0.857 at $\mu B=1$, 0.935 at $\mu B=3$ and 0.992 at $\mu B=10$.

The initial fall follows from \eqref{anyB}. Measure mobilities in units of $\mu$, so that $t=\mu_t/\mu=1.3585$ and $l=\mu_l/\mu=0.2830$, and let $y=(\mu B)^2$. Expanding \eqref{D} and \eqref{H} gives $D/\mu\approx1-\delta y$ and $H/(\mu^2B)\approx a-\gamma y$, with
\begin{align}
\delta&=\tfrac13[t^3+tl(t+l)]=1.046,\\
\gamma&=\tfrac13(t^4+2t^2l^2)=1.234 .
\end{align}
The denominator of \eqref{anyB} contributes $1+(2\delta-a^2)y$ after inversion, so
\begin{equation}
r\approx a+(2a\delta-a^3-\gamma)y=0.8715-0.072\,(\mu B)^2 .
\end{equation}
At $\mu B=0.1$ this is 0.8708, in agreement with the full solution. The weak-field value is thus approached quadratically.

In a strong field, \eqref{H} gives $H\to1/B$ for any $\mu_t$ and $\mu_l$, while $D$ falls as $1/B^2$. Then $r\to H/(BH^2)=1$. Every valley now drifts with the common velocity $\mathbf E\times\mathbf B/B^2$ across the field, and the opposing transverse currents that caused the deficit disappear. This limit is semiclassical: it leaves out the quantization of the orbits. For the example, $\mu B=3$ and $10$ mean 35 T and 117 T, where the cyclotron energy of the valley with its axis along $\mathbf B$ (cyclotron mass $m_t$) is about 20 and 68 meV, comparable to or above $k_BT\approx25$ meV at room temperature. The values quoted there show the trend of the formula and are not predictions for such a sample.

\section*{Computed values}
\begin{verbatim}
transverse mass: 0.2 electron masses
longitudinal mass: 1.2 electron masses
hbar/tau_t: 0.0050 eV
hbar/tau_l: 0.0040 eV
hbar^2/m_e: 7.6200 eV angstrom^2
transverse mobility hbar*mu_t/e: 7620.0 angstrom^2
longitudinal mobility hbar*mu_l/e: 1587.5 angstrom^2
mass ratio m_l/m_t: 6.00
mobility ratio K: 4.80
a(K), formula: 0.87148
r, Boltzmann solution, <100> valleys: 0.87148
r, Boltzmann solution, <111> valleys: 0.87148
deficit 1 - a(K): 0.12852
a if the mass ratio is used: 0.85207
a at K = 1: 1.0000
a at K = 2: 0.9600
a at K = 10: 0.8163
a for K to infinity: 0.7500
drift mobility: 5609.1 angstrom^2
drift mobility, converted: 852.2 cm^2/(V s)
Hall mobility: 4888.3 angstrom^2
Hall mobility, converted: 742.7 cm^2/(V s)
true density: 1.000e-07 angstrom^-3
apparent density n/r: 1.1475e-07 angstrom^-3
apparent density, converted: 1.1475e+17 cm^-3
density overestimate: 14.7 percent
r of one ellipsoid, oblique field: 1.00000
populations of x, y, z valleys: [0.2 0.2 0.6]
r with these populations, field along z: 0.96461
thermal energy kT: 0.025 eV
statistical factor 3 pi/8: 1.17810
thermal r, tau as energy^(-1/2): 1.02669
thermal r, K varying with energy, Boltzmann: 1.01610
thermal r, K varying with energy, formula: 1.01610
weak test field e*B/hbar: 1.0e-07 angstrom^-2
field at mu*B = 1: 1.7828e-04 angstrom^-2
field at mu*B = 1, converted: 11.73 T
r at mu*B = 0.1, field [001]: 0.87077
r at mu*B = 0.3, field [001]: 0.86590
r at mu*B = 1.0, field [001]: 0.85685
r at mu*B = 3.0, field [001]: 0.93466
r at mu*B = 10.0, field [001]: 0.99165
r at mu*B = 1000, field [001]: 1.00000
deviation ratio on doubling a weak field: 3.9979
\end{verbatim}
